The Weaire–Thorpe theorem: spectrum and gap of fourfold-coordinated networks, part 1

(Sections cited here and not found follow in the second part.)

1. What dimensions and symmetry fix

Take N identical atoms with four orthonormal hybrid orbitals each, and let every hybrid be bonded to exactly one hybrid on another atom. The Hamiltonian contains two energies: V1, the matrix element between any two different hybrids of one atom, and V2, the matrix element between the two hybrids of a bond. No length or angle enters. H is linear in V1 and V2, so every level has the form E = V2·f(V1/V2), and f can depend only on which atom is bonded to which.

The intra-atomic term is unchanged by any permutation of the four hybrids of an atom. Their four-dimensional space splits into the symmetric combination, called s, and its three-dimensional orthogonal complement, called p. With P the projector on the s orbitals of all atoms, the 4×4 matrix with every entry 1 equals 4P on one atom, so the matrix with 0 on the diagonal and V1 elsewhere is V1(4P − 1). The bond term is V2·T, where T exchanges each hybrid with its partner. Define R = 2P − 1. Since 4P − 1 = 2R + 1,

H = V1(4P − 1) + V2·T,   H − V1 = 2V1·R + V2·T.   (1)

Both R and T are Hermitian and square to one: R² = 4P² − 4P + 1 = 1 because P² = P, and T² = 1 because exchanging partners twice restores every hybrid. Squaring (1) gives

(H − V1)² = 4V1² + V2² + 2V1V2·C,   C = RT + TR.   (2)

The operator C commutes with R, since RC = T + RTR = CR, and with T, since TC = TRT + R = CT; it therefore commutes with H. R and T preserve norms, so ‖Cψ‖ ≤ 2‖ψ‖. Hence every level obeys (E − V1)² = 4V1² + V2² + 2V1V2·c with a real c between −2 and 2. This fixes the form of the answer: the spectrum is organised about E = V1, the network enters through the dimensionless number c alone, and (E − V1)² cannot fall below 4V1² + V2² − 4|V1V2| = (|V2| − 2|V1|)². Because C commutes with P it can be studied on the s space by itself, which has one orbital per atom, and there PCP = 2PTP, using RP = PR = P.

Two sign symmetries follow from (1). Reversing both V1 and V2 reverses H and its spectrum. Reversing V2 alone leaves the spectrum unchanged for a bipartite network, one whose atoms fall into two classes with every bond joining the classes: the operator U that changes the sign of all hybrids of one class gives UPU = P and UTU = −T. For a finite network that is not bipartite the spectrum does change: in (8) below the reversal sends ε to −ε, and Part 3 shows that ε = 4 always occurs while ε = −4 then does not.

2. The model and its conventions

Hartree atomic units are used. The hybrids are |i,j⟩ with atom i = 1…N and j = 1…4. The network is connected, no bond joins an atom to itself, and two atoms may share more than one bond, which allows periodic cells. There are 4N/2 = 2N bonds. Unless the contrary is said, N is finite and V1V2 ≠ 0. The symbol b is 1 for a bipartite network and 0 otherwise.

The names s and p come from sp³ hybrids, |j⟩ = ½(|s⟩ + a_j·|p⟩), with a_j = (1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1). These vectors sum to zero, a_j·a_j = 3, and a_j·a_j′ = −1 for j ≠ j′. For atomic levels ε_s and ε_p the matrix element is ¼(ε_s + a_j·a_j′ ε_p). The diagonal element (ε_s + 3ε_p)/4 is the zero of energy, and the off-diagonal one is

V1 = (ε_s − ε_p)/4,   so that ε_s = 3V1, ε_p = −V1,

in agreement with the eigenvalues of V1(4P − 1). With s below p, V1 < 0. With the in-phase combination of two facing hybrids as the bonding one, V2 < 0. A convention that defines (ε_p − ε_s)/4 as a positive quantity must reverse its sign before using the formulas here. In an abstract network the word p-like means only Pψ = 0: the four amplitudes on every atom add to zero.

Let S be the 4N×N matrix whose column i is |s_i⟩ = ½Σ_j|i,j⟩. Then SᵀS = 1 and SSᵀ = P. The element ⟨s_i|T|s_k⟩ = ¼Σ_{j,j′}⟨i,j|T|k,j′⟩ collects ¼ for each bond between i and k, so

SᵀTS = A/4,   (3)

where A is the adjacency matrix, A_ik being the number of bonds between atoms i and k. A is the Hamiltonian of a model with one orbital per atom and unit hopping. Its eigenvalues are called ε, and by Part 1 they give c = ε/2 on the s space.

3. The range of ε

For a real vector u on the atoms, expand the square on each bond. Every atom lies on four bonds, so Σ_bonds(u_i² + u_k²) = 4uᵀu, and uᵀAu counts every bond twice, so 2Σ_bonds u_i u_k = uᵀAu. Therefore

Σ_bonds (u_i − u_k)² = uᵀ(4 − A)u,   Σ_bonds (u_i + u_k)² = uᵀ(4 + A)u.   (4)

The left sides are non-negative, so −4 ≤ ε ≤ 4. The value ε = 4 needs u_i = u_k on every bond; connectedness makes u constant, and this eigenvalue always occurs, exactly once. The value ε = −4 needs u_i = −u_k on every bond. One amplitude then determines all others, and a non-zero solution sorts the atoms into two classes by sign, so ε = −4 occurs once if the network is bipartite and never otherwise. A network is bipartite exactly when it has no ring of odd length: alternate colouring along paths from one atom is consistent unless some closed path has an odd number of bonds.

4. The map onto one orbital per atom

Put x = E + V1. By (1) the equation Hψ = Eψ reads

(x − V2T)ψ = 4V1·Pψ.   (5)

Since T² = 1, (x − V2T)(x + V2T) = x² − V2², and for x ≠ ±V2 the inverse is (x − V2T)⁻¹ = (x + V2T)/(x² − V2²). Write u = Sᵀψ for the s amplitudes, so that Pψ = Su. Then

ψ = 4V1(x + V2T)Su/(x² − V2²).   (6)

Here u ≠ 0, for otherwise (6) would give ψ = 0. Multiply (6) by Sᵀ, use SᵀS = 1 and (3), and clear the denominator:

(x² − V2²)u = 4V1x·u + V1V2·Au.

So u is an eigenvector of A, with

x² − V2² − 4V1x = V1V2·ε.   (7)

Adding 4V1² + V2² to both sides turns the left side into (x − 2V1)², and x − 2V1 = E − V1. Thus

E±(ε) = V1 ± r(ε),   r(ε) = √(4V1² + V2² + V1V2·ε).   (8)

The radicand lies between (|V2| − 2|V1|)² and (|V2| + 2|V1|)², because |V1V2ε| ≤ 4|V1V2|.

The converse is checked directly. Let Au = εu with uᵀu = 1, let x solve (7), and set ψ = (x + V2T)Su. The left side of (5) is (x² − V2²)Su. On the right, Pψ = S·Sᵀψ = (x + V2ε/4)Su, so 4V1Pψ = (4V1x + V1V2ε)Su, and (7) says that the two sides agree. The vector is an eigenvector unless it vanishes. Its norm follows from (x + V2T)² = x² + V2² + 2xV2T and (3):

‖ψ‖² = x² + V2² + xV2ε/2 = (|x| − |V2|)² + 2|xV2| + xV2ε/2.   (9)

The square and the sum of the last two terms are separately non-negative. Both vanish only for x = V2 with ε = −4, or x = −V2 with ε = 4. These two exceptional roots are identified in Part 7.

Two limits show what the branches are, for V1, V2 < 0 and to first order in the small coupling. For |V1| ≪ |V2|, r ≈ |V2|(1 + V1ε/2V2), so E− ≈ V2 + V1 + V1ε/2: the bonding level V2 broadened into a band of width at most 4|V1|, with its mirror image about V1 as the antibonding band. For |V2| ≪ |V1|, r ≈ 2|V1|(1 + V2ε/8V1), so E− ≈ 3V1 + V2ε/4, an s band with hopping V2/4 as (3) requires, and E+ ≈ −V1 − V2ε/4, a band grown from the p level.

5. The whole spectrum from one determinant

For X of size m×n and Y of size n×m, det(1 − XY) = det(1 − YX). To prove it, take the block matrix M with rows (1, X) and (Y, 1). Subtracting Y times the first block row from the second gives rows (1, X) and (0, 1 − YX). Subtracting instead X times the second block row from the first gives rows (1 − XY, 0) and (Y, 1). Both operations leave det M unchanged, and both results are block triangular, so det M equals each determinant.

Write D = x − V2T, X = 4V1D⁻¹S and Y = Sᵀ, so that E − H = D − 4V1SSᵀ = D(1 − XY). On each bond T has the eigenvalues +1 and −1, so det D = (x − V2)^{2N}(x + V2)^{2N} = (x² − V2²)^{2N}. By (3),

1 − YX = 1 − 4V1(x + V2A/4)/(x² − V2²) = [x² − V2² − 4V1x − V1V2A]/(x² − V2²).

This matrix is N×N, so its determinant carries the factor (x² − V2²)^{−N}, and

det(E − H) = (x² − V2²)^N · det[(x² − V2² − 4V1x) − V1V2A].   (10)

Both sides are polynomials of degree 4N in E that agree except possibly at two points, so they agree everywhere. The second determinant is the product over the N eigenvalues ε of (E − V1)² − r(ε)² = (E − E+)(E − E−). The 4N levels, with multiplicity, are therefore E±(ε) for each ε together with

E = −V1 + V2 (N times),   E = −V1 − V2 (N times).   (11)

The levels (11) do not depend on the network at all. For a large network, each of the two branches (8) has the density of states n(E) = ρ(ε(E))·|dε/dE|, where ρ is the density of eigenvalues of A and (7) gives dε/dE = 2(E − V1)/(V1V2).

An infinite network has no determinant, but the operator form of the argument survives. S, T and A = 4SᵀTS are bounded, with ‖A‖ ≤ 4. Let z be a complex energy with x = z + V1 ≠ ±V2. If K = (1 − YX)⁻¹ exists, then (1 − XY)(1 + XKY) = 1 − XY + X(1 − YX)KY = 1, the product in the other order works in the same way, and exchanging X and Y gives the converse. So z is in the spectrum of H if and only if ε(z), defined by (7), is in the spectrum of A. From (1 − YX)Y = Y(1 − XY) follows Y(1 − XY)⁻¹ = KY, and with (z − H)⁻¹ = (1 − XY)⁻¹D⁻¹,

Sᵀ(z − H)⁻¹S = K·SᵀD⁻¹S = (x + V2A/4)·[x² − V2² − 4V1x − V1V2A]⁻¹,   (12)

the factor x² − V2² cancelling between K and SᵀD⁻¹S. The s part of the Green function of the four-orbital model is a function of A alone.

6. The s weight of the dispersive levels

Let w = ⟨ψ|P|ψ⟩ for a normalised level with x ≠ ±V2 and E ≠ V1. Since ∂H/∂V1 = 4P − 1, the Hellmann–Feynman theorem gives ∂E/∂V1 = 4w − 1. Degeneracy causes no difficulty: all states at such an E share the value ε(E) fixed by (7), A does not depend on V1, and so all of them move with the same slope. Differentiating (8), ∂r/∂V1 = (8V1 + V2ε)/2r, and with ±r = E − V1,

∂E/∂V1 = 1 + (8V1 + V2ε)/[2(E − V1)],

w = ½ + (8V1 + V2ε)/[8(E − V1)].   (13)

For |ε| < 4 the two partners E± have opposite E − V1, and their s weights add to one: the s orbital combination Su is shared between them.

7. The two flat levels

If an eigenstate has Pψ = 0, (5) gives xψ = V2Tψ; applying T again gives x² = V2². Pure p states can sit only at the levels (11). The converse needs a condition. Let x = V2 and φ = Pψ. Equation (5) becomes V2(1 − T)ψ = 4V1φ. Multiplying by 1 + T annihilates the left side, since (1 + T)(1 − T) = 1 − T² = 0, so Tφ = −φ. Take the scalar product of the equation with φ. On the left, ⟨(1 − T)φ|ψ⟩ = 2⟨φ|ψ⟩ = 2⟨ψ|P|ψ⟩ = 2‖φ‖². Hence

(2V2 − 4V1)‖φ‖² = 0.

For V2 ≠ 2V1 this forces φ = 0, and then Tψ = ψ. At x = −V2 the equation is −V2(1 + T)ψ = 4V1φ; multiplying by 1 − T gives Tφ = φ, the scalar product gives (2V2 + 4V1)‖φ‖² = 0, and for V2 ≠ −2V1 we have φ = 0 and Tψ = −ψ. So for |V2| ≠ 2|V1| the level −V1 + V2 is pure p and purely bonding, and −V1 − V2 is pure p and purely antibonding: the atomic p energy shifted by the full ±V2.

The multiplicities are dimensions of kernels. A state with Tψ = ψ has one amplitude c per bond, the same on both hybrids, and Pψ = 0 demands that the four c at each atom add to zero. These are N equations B₊c = 0 for 2N unknowns, where B₊ has the entry 1 when an atom lies on a bond. A linear relation among the rows is a vector u with u_i + u_k = 0 on every bond, and Part 3 found b such vectors. The rank is N − b and the kernel has dimension 2N − (N − b) = N + b. A state with Tψ = −ψ has +c on one hybrid and −c on the other, for an arbitrary orientation of each bond. The row relations are now u_i − u_k = 0, with one solution; the rank is N − 1 and the kernel has dimension N + 1. So, for |V2| ≠ 2|V1|,

multiplicity of −V1 + V2 is N + b,   multiplicity of −V1 − V2 is N + 1.   (14)

The excess over the N of (11) comes from the second factor of (10). At ε = 4 the radicand is (2V1 + V2)², and the two roots are 3V1 + V2 and −V1 − V2. The second has x = −V2: it is the exceptional root of (9), and it supplies the extra antibonding p state. The first is pure s, because for constant u all hybrid amplitudes are equal, TSu = Su, and HSu = (3V1 + V2)Su. At ε = −4 the radicand is (2V1 − V2)², and the roots are 3V1 − V2, pure s with TSu = −Su, and −V1 + V2, the extra bonding p state. When V2 = 2V1 and b = 1 these last two coincide, and when V2 = −2V1 the two roots at ε = 4 coincide in every network. The pure s state then joins the flat level and raises its multiplicity to N + 2, which is how the purity statement and (14) fail at those points.

Rings show why the levels are insensitive to the network. On a ring of distinct atoms, put +1 on the hybrid by which a bond leaves an atom and −1 on the hybrid by which it enters the next. Each bond is antibonding and each atom carries +1 − 1 = 0, so this is an exact eigenstate at −V1 − V2, confined to the ring, for a ring of any length. For a bonding state put (−1)^k on both hybrids of the k-th bond. Successive bonds cancel at each atom, but the last and the first bond cancel only if the ring is even; on an odd ring one atom keeps the sum 2 and the state is not an eigenstate. The confinement is an interference effect: the unused hybrids of a ring atom couple through V1 to the sum of the amplitudes on that atom, and the sum is zero. Rings are sufficient but not necessary. On the infinite tree with four bonds per atom, put c = 1 on one bond and c = (−1/3)^n on the 2·3^n bonds of the n-th generation. Each atom has c − 3(c/3) = 0, and the norm 1 + 2Σ3^n·9^{−n} is finite, so a bonding p state exists; the antibonding one differs only in signs. The counts (14) are proved for finite networks, periodic supercells included.

8. The gap

Apply the reverse triangle inequality to (1), using ‖Rψ‖ = ‖Tψ‖ = ‖ψ‖:

‖(H − V1)ψ‖ ≥ | ‖V2Tψ‖ − ‖2V1Rψ‖ | = Δ‖ψ‖,   Δ = | |V2| − 2|V1| |.   (15)

For real E with |E − V1| < Δ this gives ‖(H − E)ψ‖ ≥ (Δ − |E − V1|)‖ψ‖. The operator H − E is self-adjoint and bounded below in norm. Its kernel is therefore zero and its range closed; the orthogonal complement of the range is the kernel, so the range is the whole space and the inverse is bounded. No spectrum lies in

V1 − Δ < E < V1 + Δ,   (16)

for finite and infinite networks alike, ordered or not. The ordinary triangle inequality gives the outer limit |E − V1| ≤ |V2| + 2|V1|. For finite networks, Part 10 shows that levels exist on both sides of the window.

If V1V2 > 0, then | |V2| − 2|V1| | = |V2 − 2V1| and the width of the window is

2Δ = |2V2 − 4V1|,   (17)

which is the Weaire–Thorpe bound. The condition of equal signs belongs to the theorem. For V1V2 < 0 the width is 2Δ = |2V2 + 4V1|, while |2V2 − 4V1| = 2(|V2| + 2|V1|) is the width of the interval that holds the entire spectrum. At |V2| = 2|V1| the window is empty.

The proof shows what can be relaxed. If a Hermitian term W is added to H, for example couplings between hybrids that do not face each other, then ‖(H + W − V1)ψ‖ ≥ (Δ − ‖W‖)‖ψ‖, and a window of half-width Δ − ‖W‖ survives while that number is positive. If V2 varies from bond to bond, the bond term still has norm at least min|V2|·‖ψ‖ on any ψ, because it permutes the amplitudes and multiplies each by some V2, and the half-width min|V2| − 2|V1| survives when positive. The map (7) and the flat levels relied on the exact form of (1) and are not protected in either case.

The spectrum of the two-parameter model has been reduced to the eigenvalues of the adjacency matrix plus two flat p levels, and a window around V1 has been proved free of levels. It remains to find the actual gap of finite networks, to determine which gap it is at four electrons per atom, and to treat bond stretching, a cut bond, diamond and numerical examples.
